\section*{Effective pressure ratio in congruent sublimation to atoms and diatomic molecules}

\section{What dimensions fix}

A solid compound AB sublimes into vacuum as atoms A and molecules B$_2$. Let $J$ be the number of particles of one species leaving unit area in unit time. For a dilute classical vapour, $J$ can depend on the pressure $p$, the particle mass $m$ and the thermal energy $\tau=k_{\mathrm B}T$. The algebra is in atomic units, $\hbar=m_e=e=1$, with $\tau$ in hartree; the example uses Torr, K, nm and mm.

Try $J=C\,p^a m^b\tau^c$ with $C$ a pure number. In powers of mass, length and time, $p$ is $(1,-1,-2)$, $m$ is $(1,0,0)$, $\tau$ is $(1,2,-2)$ and $J$ is $(0,-2,-1)$. Hence
\begin{equation}
a+b+c=0,\qquad -a+2c=-2,\qquad -2a-2c=-1 .
\end{equation}
The second equation gives $a=2+2c$. The third then reads $-4-6c=-1$, so $c=-\tfrac12$, $a=1$ and $b=-\tfrac12$:
\begin{equation}
J=C\,\frac{p}{\sqrt{m\tau}} .
\label{eq:dim}
\end{equation}
The number $C$ is the same for both species, because no other property of the particles has entered. If two A atoms leave with each B$_2$ molecule, $C$ and $\tau$ cancel and the pressure ratio must be $2\sqrt{m_A/m_{B_2}}$. The argument would fail if $\hbar$ or a collision length mattered, since either would allow a dimensionless combination inside $C$. Both are sized below.

\section{Theorem and proof}

\paragraph{Definition.} The effective pressure $p_i$ of species $i$ is the pressure of an ideal gas at rest, with a Maxwell velocity distribution at $\tau_i$, whose one-way flux through a plane equals the emitted flux $J_i$. The emitting plane is either a free surface or the orifice of a cell.

\paragraph{Theorem.} Suppose that (i) the vapour consists of A and B$_2$, (ii) nothing returns through the emitting plane, (iii) the solid loses A and B atoms in the ratio $1:1$, and (iv) $\tau_A=\tau_{B_2}=\tau$. Then
\begin{equation}
r\equiv\frac{p_A}{p_{B_2}}=2\sqrt{\frac{m_A}{m_{B_2}}} .
\label{eq:main}
\end{equation}

\paragraph{Lemma 1 (one-way flux).} A resting Maxwell gas of pressure $p$ sends through a plane, from one side, the flux $J=p/\sqrt{2\pi m\tau}$.

\emph{Proof.} Let the plane be normal to $z$ and let $n=p/\tau$ be the number density. Particles with velocity component $v_z>0$ that cross unit area in time $dt$ come from a layer of thickness $v_z\,dt$. The distributions of $v_x$ and $v_y$ integrate to one, so
\begin{align}
J&=n\sqrt{\frac{m}{2\pi\tau}}\int_0^\infty v_z\,e^{-mv_z^2/2\tau}\,dv_z
 =n\sqrt{\frac{m}{2\pi\tau}}\left[-\frac{\tau}{m}e^{-mv_z^2/2\tau}\right]_0^\infty \nonumber\\
 &=n\sqrt{\frac{m}{2\pi\tau}}\;\frac{\tau}{m}
 =n\sqrt{\frac{\tau}{2\pi m}}=\frac{p}{\sqrt{2\pi m\tau}} .
\label{eq:flux}
\end{align}
This is equation (\ref{eq:dim}) with $C=1/\sqrt{2\pi}$. $\square$

\emph{Proof of the theorem.} Each B$_2$ carries two B atoms, so assumption (iii) says $J_A=2J_{B_2}$. With Lemma 1,
\begin{equation}
\frac{p_A}{\sqrt{2\pi m_A\tau}}=\frac{2p_{B_2}}{\sqrt{2\pi m_{B_2}\tau}} .
\end{equation}
Multiplying by $\sqrt{2\pi m_A\tau}/p_{B_2}$ gives equation (\ref{eq:main}). $\square$

The factor 2 counts atoms. The square root arises because, at equal pressure and temperature, the lighter species is equally dense but faster, and therefore leaves at a higher rate.

\paragraph{Remark (relaxed assumptions).} If the temperatures differ, $\tau$ does not cancel and
\begin{equation}
\frac{p_A}{p_{B_2}}=2\sqrt{\frac{m_A\tau_A}{m_{B_2}\tau_{B_2}}} .
\label{eq:temps}
\end{equation}
If the solid that keeps its composition is A$_{1+\delta}$B, it must lose atoms in the ratio $(1+\delta):1$. Then $J_A=(1+\delta)2J_{B_2}$, and $r$ is multiplied by $1+\delta$. When the loss is $1:1$, AB molecules in the vapour leave $r$ unchanged: they add the same flux to the loss of A and to the loss of B.

\section{Absolute pressures and three minima}

\paragraph{Lemma 2 (equilibrium product).} For a solid of narrow composition range at fixed $\tau$, the equilibrium pressures satisfy $p_A\,p_{B_2}^{1/2}=K(\tau)$, nearly independently of $\delta$.

\emph{Proof.} In equilibrium the chemical potentials of A and B in the solid are $\mu_A$ and $\tfrac12\mu_{B_2}$ of the gas. For an ideal gas $\mu_i=\mu_i^0(\tau)+\tau\ln p_i$, with $p_i$ in a fixed unit. Hence
\begin{equation}
\mu_A+\mu_B=\mu_A^0+\tfrac12\mu_{B_2}^0+\tau\ln\!\left(p_A\,p_{B_2}^{1/2}\right).
\end{equation}
At fixed temperature, and neglecting the pressure on the solid, the Gibbs--Duhem relation is $(1+\delta)\,d\mu_A+d\mu_B=0$. Therefore $d(\mu_A+\mu_B)=-\delta\,d\mu_A$, or $d\ln K=-\delta\,d\ln p_A$. For $|\delta|\ll1$ the product stays almost constant while $p_A$ changes by a factor of order one. $\square$

The solid thus fixes a product and the atom balance fixes a ratio. When the effective pressures equal the equilibrium ones, inserting $p_A=rp_{B_2}$ gives $r\,p_{B_2}^{3/2}=K$, so
\begin{equation}
p_{B_2}=\left(\frac{K}{r}\right)^{2/3},\qquad p_A=r\,p_{B_2} .
\label{eq:abs}
\end{equation}

\paragraph{Proposition 1.} At fixed $K$, the particle flux $J_A+J_{B_2}$ is least at the congruent ratio. The total pressure is least at $p_A/p_{B_2}=2$, and the mass flux at $p_A/p_{B_2}=2\sqrt{m_{B_2}/m_A}$.

\emph{Proof.} All three quantities have the form $G=a\,p_A+b\,p_{B_2}$ with $a,b>0$. Since $p_{B_2}=K^2/p_A^2$,
\begin{equation}
\frac{dG}{dp_A}=a-\frac{2bK^2}{p_A^3}=a-2b\,\frac{p_{B_2}}{p_A},\qquad
\frac{d^2G}{dp_A^2}=\frac{6bK^2}{p_A^4}>0 .
\end{equation}
The minimum is at $p_A/p_{B_2}=2b/a$. The total pressure has $b/a=1$. By Lemma 1 the particle flux has $b/a=\sqrt{m_A/m_{B_2}}$. The mass flux carries a further factor $m_i$ in each term, which turns this into $b/a=\sqrt{m_{B_2}/m_A}$. $\square$

The ratio 2 also belongs to a closed vessel whose vapour has come entirely from a solid that stays stoichiometric, because its gas then contains two A atoms for each B$_2$. In such a vessel the densities are in the atomic proportion; in free sublimation the fluxes are. The two cases agree when $m_A=m_{B_2}$. A real vessel approaches the ratio 2 only if its vapour holds many more atoms than the solid must give up to change $p_A$ appreciably. Otherwise a minute shift of $\delta$ supplies any imbalance in the gas, and the initial composition of the solid sets the ratio. For the 1 g trial solid of the example below, the ratio is 10.6 in a vessel of a few cm$^3$ and is still 2.5 in one of 100 litres.

\section{How the solid reaches the congruent state}

\paragraph{Proposition 2.} Let a solid of uniform composition hold $N_A$ and $N_B$ atoms, with $\delta=N_A/N_B-1$, and emit through area $S$ at constant $K$. Let $p_A=p_0e^{\delta/w}$, where $w\ll1$ measures how far the composition must shift to change $p_A$ by a factor $e$. Then the congruent state is stable, and a small deviation falls by a factor $e$ while a fraction of about $w/3$ of the solid evaporates.

\emph{Proof.} The inventories obey $\dot N_A=-SJ_A$ and $\dot N_B=-2SJ_{B_2}$. Differentiating $N_A/N_B$,
\begin{equation}
\dot\delta=\frac{\dot N_A}{N_B}-\frac{N_A\dot N_B}{N_B^2}
=-\frac{2SJ_{B_2}}{N_B}\left[R-(1+\delta)\right],\qquad R=\frac{J_A}{2J_{B_2}} .
\end{equation}
Because $p_{B_2}=K^2/p_A^2\propto e^{-2\delta/w}$, the flux ratio varies as $R\propto e^{3\delta/w}$. The steady composition $\delta_*$ satisfies $R(\delta_*)=1+\delta_*$, and there $dR/d\delta=3(1+\delta_*)/w$. For a small deviation $\varepsilon=\delta-\delta_*$,
\begin{equation}
\dot\varepsilon=-\frac{2SJ_{B_2}}{N_B}\left[\frac{3(1+\delta_*)}{w}-1\right]\varepsilon .
\end{equation}
The bracket is positive and close to $3/w$. The factor before it is the fraction of the solid lost per unit time, which gives the stated result. $\square$

An excess of A raises $p_A$ and lowers $p_{B_2}$, so the excess is driven off. This works if the required pressures lie within the stability range of AB. If $p_A$ would have to exceed its value at the A-rich boundary, a second, A-rich phase forms first, and assumption (iii) fails. Slow diffusion in the solid also breaks the assumption of uniform composition, and the time estimate with it.

\section{Evaporation coefficients}

Let a fraction $\alpha_i$ of arriving particles be captured by the solid. Balance at equilibrium then requires the solid to emit $\alpha_i$ times the equilibrium flux, and this emission is assumed unchanged when the vapour pressure is lower. For a free surface in vacuum, $p_i=\alpha_ip_i^{\mathrm{eq}}$. The theorem fixes the ratio of the $p_i$, so
\begin{equation}
\frac{p_A^{\mathrm{eq}}}{p_{B_2}^{\mathrm{eq}}}=r\,\frac{\alpha_{B_2}}{\alpha_A} .
\end{equation}
Here $p_i^{\mathrm{eq}}$ is the pressure in equilibrium with the surface layer as it actually is. Its composition adjusts until the emitted fluxes balance. The theorem therefore holds for the effective pressures and not, in general, for the equilibrium ones.

In a cell with inert walls and a thin orifice, let $f\ll1$ be the ratio of orifice area to charge area. Treat the vapour in the cell as uniform and isotropic; in a cell whose height lies between about a quarter of its width and twice its width, departures from this change the factors $g_i$ below by amounts of order $f$. In a tall, narrow cell the change is larger. It is also larger in a flat cell with $\alpha_i<1$, where the orifice draws mainly on the patch of charge beneath it: for a 1 mm orifice 1 mm above a charge 20 mm wide and $\alpha_i=0.1$, $g_i$ is 1.13 instead of 1.025. Both emission and capture occur at the charge, and their difference leaves through the orifice. Dividing out the common factor $1/\sqrt{2\pi m_i\tau}$,
\begin{equation}
\alpha_i\left(p_i^{\mathrm{eq}}-p_i\right)=f\,p_i
\quad\Longrightarrow\quad
p_i=\frac{p_i^{\mathrm{eq}}}{g_i},\qquad g_i=1+\frac{f}{\alpha_i} .
\label{eq:cell}
\end{equation}
Lemma 2 now reads $g_Ap_A(g_{B_2}p_{B_2})^{1/2}=K$. With $p_A=rp_{B_2}$, both pressures in equation (\ref{eq:abs}) are multiplied by $(g_Ag_{B_2}^{1/2})^{-2/3}$, while their ratio remains $r$.

\section{Example: CdTe in an effusion cell}

Take CdTe at 750 K, evaporating as Cd and Te$_2$ through a thin circular orifice 1.0 mm in diameter from a flat round charge 20 mm in diameter. The masses are 112.414 u and 255.20 u, so
\begin{equation}
r=2\sqrt{\frac{112.414}{255.20}}=1.327 .
\end{equation}
For the equilibrium product take $K=7\times10^{-6}$ Torr$^{3/2}$. This is an order-of-magnitude value: a formation enthalpy of CdTe more negative by 8 kJ/mol lowers $K$ about fourfold and the loss rate to about 0.2 mg/h. Hence the digits of the pressures, fluxes and loss rates below show the arithmetic, not the accuracy. Equation (\ref{eq:abs}) gives
\begin{align}
p_{\mathrm{Te}_2}&=\left(\frac{7\times10^{-6}}{1.327}\right)^{2/3}\mathrm{Torr}
=3.0\times10^{-4}\ \mathrm{Torr}\;(0.040\ \mathrm{Pa}),\\
p_{\mathrm{Cd}}&=1.327\,p_{\mathrm{Te}_2}=4.0\times10^{-4}\ \mathrm{Torr}\;(0.054\ \mathrm{Pa}).
\end{align}
The ratio is known far better than either pressure, because $K$ cancels from it. Lemma 1 gives about 490 Cd atoms and half as many Te$_2$ molecules per nm$^2$ per second. Each Cd atom leaves with one Te atom, so the mass loss is $J_{\mathrm{Cd}}(m_{\mathrm{Cd}}+m_{\mathrm{Te}})$ times the orifice area, or 0.55 mg/h.

If one set $p_{\mathrm{Cd}}=2p_{\mathrm{Te}_2}$ instead, the beam would carry away Cd and Te atoms at rates in the ratio $2/r=1.51$. The solid would lose Cd faster than Te and could not keep its composition. The least mass flux at this $K$ would need the still larger pressure ratio 3.01.

For the transient, take trial values that are not data for CdTe: $w=10^{-4}$, and an initial $p_{\mathrm{Cd}}$ at $\delta=0$ twice the congruent one. Then $R=2^3e^{3\delta/w}$, and the steady composition is $\delta_*\simeq-w\ln2=-6.9\times10^{-5}$. The emitted Cd:Te ratio settles at $1+\delta_*=0.99993$, so the correction to $r$ is negligible here. Once the deviation has become small, one decay time consumes $w/3=3.3\times10^{-5}$ of the charge. For 1.0 g this is 0.033 mg, which takes about 3.6 minutes at 0.55 mg/h. This time applies only if diffusion keeps the whole charge uniform meanwhile. A compact charge of this size is about 0.5 mm thick, and diffusion across it must take much less than the decay time, so the diffusion coefficient would have to be well above $10^{-5}$ cm$^2$/s. With slower diffusion a surface layer adjusts first, and the estimate does not describe the whole charge.

\section{Size of the neglected effects}

\paragraph{Evaporation coefficients.} The area ratio is $f=(1/20)^2=2.5\times10^{-3}$. With trial coefficients $\alpha_{\mathrm{Cd}}=0.5$ and $\alpha_{\mathrm{Te}_2}=0.1$, the factors are $g_{\mathrm{Cd}}=1.005$ and $g_{\mathrm{Te}_2}=1.025$. Both cell pressures fall to about 0.99 of their ideal values. The equilibrium ratio at the solid becomes $1.327\times1.005/1.025=1.301$, and the effective ratio stays at 1.327.

\paragraph{Dissociation.} If B atoms are also present, $J_A=2J_{B_2}+J_B$. Lemma 1 then gives
\begin{equation}
\frac{p_A}{p_{B_2}}=r+\frac{p_B}{p_{B_2}}\sqrt{\frac{m_A}{m_B}} .
\end{equation}
Let $z_i$ be the one-particle partition function per unit volume, so that $\mu_i=\tau\ln(n_i/z_i)$. Equilibrium, $2\mu_B=\mu_{B_2}$, gives $n_B^2/n_{B_2}=z_B^2/z_{B_2}$, and with $p_i=n_i\tau$
\begin{align}
\frac{p_B^2}{p_{B_2}}&=\tau\,\frac{z_B^2}{z_{B_2}},\qquad
z_B=5\left(\frac{m_B\tau}{2\pi}\right)^{3/2},\\
z_{B_2}&=\left(\frac{m_{B_2}\tau}{2\pi}\right)^{3/2}
\frac{m_Bd^2\tau}{2}\;
\frac{1+2e^{-\Delta/\tau}}{1-e^{-\omega/\tau}}\;e^{D/\tau} .
\end{align}
The 5 is the degeneracy of the lowest level of the Te atom. The rotor has reduced mass $m_B/2$, bond length $d$ and rotational constant $1/(m_Bd^2)$; identical nuclei halve its classical sum $m_Bd^2\tau$. The vibration is harmonic with quantum $\omega$, and $\Delta$ is the energy of a doubly degenerate excited level. Rough values for Te$_2$ are $D=2.7$ eV, $d=0.26$ nm, $\omega=0.031$ eV and $\Delta=0.24$ eV. They give $p_{\mathrm{Te}}/p_{\mathrm{Te}_2}\approx7\times10^{-4}$ and move $r$ from 1.327 to 1.328. Since $p_B\propto e^{-D/2\tau}$, the rough $D$ makes this an order of magnitude. Molecules larger than Te$_2$ are left out and not sized.

\paragraph{Collisions.} The relative velocity of particles $i$ and $j$ has variance $\tau/m_i+\tau/m_j=(\tau/m_i)(1+m_i/m_j)$ per component. Its mean magnitude is therefore $\sqrt{1+m_i/m_j}$ times the mean speed of $i$. Dividing that speed by the collision rate gives the mean free path
\begin{equation}
\lambda_i=\left[\sigma\sum_jn_j\sqrt{1+m_i/m_j}\right]^{-1} .
\end{equation}
For $\sigma=\pi(0.5\ \mathrm{nm})^2$, a rough value, the paths are about 110 mm for Cd and 90 mm for Te$_2$. The orifice is about 0.01 of the shorter path, so few particles collide close to it and free-molecular flow is a reasonable approximation. The remaining correction is not calculated here.

In the opposite limit, collisions give both species one stream velocity $u$. Then $J_i=n_iu$, and the atom balance requires $n_A/n_{B_2}=2$. The partial pressures $n_i\tau$ have the ratio 2, and they are no longer the effective pressures defined by Lemma 1.

\paragraph{Temperature and quantum statistics.} If Cd were 10 K hotter than Te$_2$ at 750 K, equation (\ref{eq:temps}) would give 1.336, a rise of 0.7\%. With a rough sublimation energy of 3 eV per CdTe, the loss draws 0.18 mW. On this account a black charge heated by radiation alone from walls at 750 K would cool by about 0.006 K. The radiation it loses through the orifice is larger, about 2.7 mW in a cell 20 mm tall, and brings the cooling to about 0.1 K, which is still negligible. The largest phase-space occupation, $n_i(2\pi/m_i\tau)^{3/2}$, is about $10^{-15}$, which justifies leaving $\hbar$ out of the opening argument.

\paragraph{Real sources.} A source that must deliver more than the 0.55 mg/h of the example can run hotter or have a larger total opening area. At a fixed opening, tenfold pressures would raise the ratio of opening to free path from about 0.01 to 0.1, and collisions near the opening would matter more. The free-molecular assumption fails when the opening is no longer small compared with the free path. In the limit of a common stream velocity, the partial-pressure ratio for CdTe would be 2 instead of 1.33, about 50\% higher. Material returning from hot walls or a nearby substrate breaks assumption (ii); the atom balance then applies to the net fluxes, and $r$ survives if the returning flux is itself in the proportion $J_A=2J_{B_2}$ and assumption (iv) still holds for the outgoing particles.
